**Frozen and relaxed ionization energies near a metal**

The program examines why Koopmans energies lack the image shift $-e^2/(16\pi\epsilon_0d)$ of a hole at distance $d$ from the image plane, while relaxed total-energy differences contain it. For ethene near a cube of eight lithium atoms, it asserts that removing an electron from the frozen determinant costs the negative orbital energy. It also asserts that the Koopmans shift agrees with the potential $\phi$ of the cube in the neutral state, within a tolerance for the orbital's finite size. The extra shift on relaxation must match the cube's polarization by a point charge $Q$ within 8%; the output gives $-74.28$ and $-74.85$ meV. Charges $+e/2$ and $-e$ test the quadratic dependence on $Q$, and show a small odd term. For a planar electron-gas slab, the static random-phase energy must follow the image formula, with $d$ measured from the centroid of the induced charge; both give $-0.360$ eV at 1 nm. The program also estimates effects left out of the vacuum example. The largest of these is a dielectric spacer, which changes the shift to about $-0.75$ eV.

## Program and output

```python
# Result under test: for a molecule far from a metal, the Koopmans energy
# (all orbitals frozen) contains only the potential phi of the neutral metal.
# The total-energy difference with relaxed metal electrons also contains the
# polarization energy, which for a planar metal is -e^2/(16 pi eps0 d).
# d: distance of the charge from the image plane. Q: charge on the molecule.
# g(q): strength with which the metal reflects a potential of wave number q.
# Internal units are atomic units; printed units are eV, meV and nm.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import block_diag
from pyscf import gto, scf

EV = sc.physical_constants['Hartree energy in eV'][0]
BOHR_NM = sc.physical_constants['Bohr radius'][0] * 1e9
MEV = 1000 * EV


def molecule(atoms, charge=0, spin=0):
    return gto.M(atom=atoms, unit='Angstrom', basis='6-31g',
                 charge=charge, spin=spin, verbose=0)


def ethene(height):
    atoms = [['C', (s * 0.665, 0.0, height)] for s in (1, -1)]
    atoms += [['H', (s * 1.235, t * 0.925, height)]
              for s in (1, -1) for t in (1, -1)]
    return atoms


def closed_shell(mol, guess=None, core=None):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    if core is not None:
        mf.get_hcore = lambda *args: core
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def ionize(atoms, neutral, hole, metal=slice(0, 0), core=None):
    """Energies of the cation: orbitals frozen, and orbitals relaxed
    with the hole kept in the chosen orbital by maximum overlap."""
    mf = scf.UHF(molecule(atoms, 1, 1))
    mf.chkfile = None
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    if core is not None:
        mf.get_hcore = lambda *args: core
    orbitals = np.array([neutral.mo_coeff, neutral.mo_coeff])
    occ = np.array([neutral.mo_occ / 2, neutral.mo_occ / 2])
    occ[1, hole] = 0
    dm_frozen = np.array([(c * o) @ c.T for c, o in zip(orbitals, occ)])
    frozen = mf.energy_tot(dm_frozen)
    plain_veff = mf.get_veff

    def veff_unpolarized_metal(mol=None, dm=None, *args, **kwargs):
        # the metal stays spin-paired, as in the neutral reference
        dm = np.array(dm)
        dm[:, metal, metal] = dm[:, metal, metal].mean(axis=0)
        return plain_veff(mol, dm)

    mf.get_veff = veff_unpolarized_metal
    mf = scf.addons.mom_occ(mf, orbitals, occ)
    mf.kernel(dm0=dm_frozen)
    assert mf.converged
    return frozen, mf.e_tot


# ---- gas-phase ethene
gas_atoms = ethene(0.0)
gas = closed_shell(molecule(gas_atoms))
homo = gas.mol.nelectron // 2 - 1
koopmans_gas = -gas.mo_energy[homo]
_, cation_gas = ionize(gas_atoms, gas, homo)
delta_gas = cation_gas - gas.e_tot

# ---- cube of eight lithium atoms, alone and with a point charge
edge = 3.0
height = 10.0
cube = [['Li', (x * edge / 2, y * edge / 2, z * edge / 2)]
        for x in (1, -1) for y in (1, -1) for z in (1, -1)]
cluster = closed_shell(molecule(cube))
site = np.array([0.0, 0.0, height / (10 * BOHR_NM)])
with cluster.mol.with_rinv_origin(site):
    inverse_r = cluster.mol.intor('int1e_rinv')
nuclear_phi = np.sum(cluster.mol.atom_charges()
                     / np.linalg.norm(cluster.mol.atom_coords() - site, axis=1))
dm_cluster = cluster.make_rdm1()
bare_core = cluster.get_hcore()
phi_alone = nuclear_phi - np.sum(inverse_r * dm_cluster)


def polarization(charge):
    mf = closed_shell(cluster.mol, dm_cluster, bare_core - charge * inverse_r)
    return mf.e_tot + charge * nuclear_phi - cluster.e_tot - charge * phi_alone


pol_plus, pol_half, pol_minus = [polarization(c) for c in (1.0, 0.5, -1.0)]
assert pol_plus < 0
assert abs(pol_half / pol_plus - 0.25) < 0.02      # quadratic law
assert abs(pol_minus / pol_plus - 1) < 0.15        # higher response orders

# ---- ethene and cluster treated together
both_atoms = ethene(height) + cube
n_mol = gas.mol.nao
both = closed_shell(molecule(both_atoms),
                    block_diag(gas.make_rdm1(), dm_cluster))
overlap_c = both.get_ovlp() @ both.mo_coeff
weight = np.sum(both.mo_coeff[:n_mol] * overlap_c[:n_mol], axis=0)
hole = max(i for i in range(both.mol.nelectron // 2) if weight[i] > 0.5)
koopmans_both = -both.mo_energy[hole]
frozen_both, relaxed_both = ionize(both_atoms, both, hole,
                                   slice(n_mol, both.mol.nao))
delta_both = relaxed_both - both.e_tot
assert abs(frozen_both - both.e_tot - koopmans_both) < 1e-6
dm_metal_part = both.make_rdm1()[n_mol:, n_mol:]
phi_both = nuclear_phi - np.sum(inverse_r * dm_metal_part)
shift_k = koopmans_both - koopmans_gas
shift_d = delta_both - delta_gas
assert abs(shift_k - phi_both) < 5e-5              # finite orbital size
assert abs(shift_k) < 0.2 * abs(pol_plus)
assert abs((shift_d - shift_k) / pol_plus - 1) < 0.08   # hole is not a point

# ---- planar metal: static random-phase response of an electron-gas slab
r_s = 3.0
k_f = (9 * np.pi / 4) ** (1 / 3) / r_s
width, n_grid, n_band = 40.0, 240, 60
step = width / n_grid
z = -(np.arange(n_grid) + 0.5) * step              # hard wall at z = 0
band = np.arange(1, n_band + 1)
phi_z = np.sqrt(2 / width) * np.sin(np.outer(band, z) * np.pi / width)
level = (band * np.pi / width) ** 2 / 2
n_occ = int(np.sum(level < k_f ** 2 / 2))


def slab_response(q):
    """Reflection strength g(q) and centroid of the induced charge."""
    chi = np.zeros((n_grid, n_grid))
    for n in range(n_occ):
        k_n = np.sqrt(k_f ** 2 - 2 * level[n])
        a = level[n] - level - q * q / 2
        root = np.sqrt(np.maximum(a * a - (k_n * q) ** 2, 0))
        term = np.where(root > 0, (k_n * q) ** 2 / (a + np.sign(a) * root), a)
        pair = phi_z[n] * phi_z
        chi += 2 * (pair.T * (term / (np.pi * q * q))) @ pair
    coulomb = 2 * np.pi / q * np.exp(-q * np.abs(z[:, None] - z[None, :]))
    external = 2 * np.pi / q * np.exp(q * z)
    induced = np.linalg.solve(np.eye(n_grid) - chi @ coulomb * step ** 2,
                              chi @ external * step)
    return (-np.sum(np.exp(q * z) * induced) * step,
            np.sum(z * induced) / np.sum(induced))


g_small, z_image = slab_response(0.005)
assert abs(g_small - 1) < 0.05
nodes, weights = np.polynomial.laguerre.laggauss(12)


def slab_energy(distance_from_wall):
    scale = 2 * distance_from_wall
    g = np.array([slab_response(x / scale)[0] for x in nodes])
    return -0.5 * np.sum(weights * g) / scale


d = 1.0 / BOHR_NM
image = -1 / (4 * d)
slab_1 = slab_energy(d + z_image)
slab_2 = slab_energy(2 * d + z_image)
assert abs(slab_1 / image - 1) < 0.03
assert abs(slab_2 / (image / 2) - 1) < 0.02

# ---- sizes of neglected effects in the example
eps_film, film_nm = 2.5, 0.7
film = film_nm / BOHR_NM
above = d - film


def film_reflection(q):
    # unknowns: reflected wave, rising and falling waves in the film
    s = np.exp(-2 * q * film)
    matrix = [[1, -1, -1], [1, eps_film, -eps_film], [0, s, 1]]
    return -np.linalg.solve(np.array(matrix), np.array([-1.0, 1.0, 0.0]))[0]


film_energy = -quad(lambda x: film_reflection(x / (2 * above)) * np.exp(-x),
                    0, 40, limit=200)[0] / (4 * above)
beta = (eps_film - 1) / (eps_film + 1)
order = np.arange(1, 80)
film_series = -0.25 * (beta / above + (1 - beta ** 2)
                       * np.sum((-beta) ** (order - 1) / (above + order * film)))
assert abs(film_energy / film_series - 1) < 1e-6

plane_error = 0.1 / BOHR_NM
plane_effect = -1 / (4 * (d - plane_error)) - image
second = gas.mol.intor('int1e_rr').reshape(3, 3, n_mol, n_mol)
coords = gas.mol.atom_coords()
moment = (np.einsum('a,ai,aj->ij', gas.mol.atom_charges(), coords, coords)
          - np.einsum('ijmn,nm->ij', second, gas.make_rdm1()))
quadrupole = moment[2, 2] - (moment[0, 0] + moment[1, 1]) / 2
quadrupole_effect = -quadrupole / (2 * d) ** 3
cc = np.linalg.norm(coords[0] - coords[1])
size_effect = -0.25 * (1 / (2 * d) + 1 / np.sqrt(4 * d * d + cc * cc)) - image
field = 0.01
core_field = gas.get_hcore() + field * gas.mol.intor('int1e_r')[2]
_, cation_field = ionize(gas_atoms, gas, homo, core=core_field)
alpha = 2 * (cation_gas - cation_field) / field ** 2
self_polarization = -alpha / 2 * (1 / (4 * d * d)) ** 2
orbital = gas.mo_coeff[:, homo]
spread = np.einsum('m,ijmn,n->ij', orbital, second, orbital)
dispersion = (spread[0, 0] + spread[1, 1] + 2 * spread[2, 2]) / (16 * d ** 3)
density = k_f ** 3 / (3 * np.pi ** 2)
surface_shift = 1 / (2 * np.pi * d * d) / density
nonlinear = abs(image) * surface_shift / d
level_depth = delta_gas + image
tunnel = level_depth * np.exp(-2 * np.sqrt(2 * level_depth) * d)
thermal = sc.k * 300 / sc.e

print('ETHENE NEAR Li8 CUBE, Hartree-Fock/6-31G')
print(f'cube edge {edge / 10:.2f} nm; ethene to cube centre {height / 10:.2f} nm')
print(f'Koopmans energy, gas          {koopmans_gas * EV:.4f} eV')
print(f'Koopmans energy, with cube    {koopmans_both * EV:.4f} eV')
print(f'total-energy diff., gas       {delta_gas * EV:.4f} eV')
print(f'total-energy diff., with cube {delta_both * EV:.4f} eV')
print(f'own relaxation of ethene      {(koopmans_gas - delta_gas) * EV:.4f} eV')
print(f'frozen determinant minus Koopmans '
      f'{(frozen_both - both.e_tot - koopmans_both) * MEV:.5f} meV')
print(f'shift of Koopmans energy      {shift_k * MEV:.2f} meV')
print(f'potential of neutral-state cube {phi_both * MEV:.2f} meV per e')
print(f'potential of isolated cube    {phi_alone * MEV:.2f} meV per e')
print(f'shift of total-energy diff.   {shift_d * MEV:.2f} meV')
print(f'difference of the two shifts  {(shift_d - shift_k) * MEV:.2f} meV')
print(f'cube polarization, Q = +1     {pol_plus * MEV:.2f} meV')
print(f'cube polarization, Q = +1/2   {pol_half * MEV:.2f} meV')
print(f'cube polarization, Q = -1     {pol_minus * MEV:.2f} meV')
print('PLANAR METAL, quantum slab response')
print(f'electron-gas radius {r_s:.1f} bohr; slab width {width * BOHR_NM:.2f} nm')
print(f'occupied subbands             {n_occ}')
print(f'g at q = {0.005 / BOHR_NM:.3f} per nm        {g_small:.4f}')
print(f'image plane from hard wall    {z_image * BOHR_NM:.4f} nm')
print(f'slab energy at d = 1 nm       {slab_1 * EV:.4f} eV')
print(f'image formula at d = 1 nm     {image * EV:.4f} eV')
print(f'slab energy at d = 2 nm       {slab_2 * EV:.4f} eV')
print(f'image formula at d = 2 nm     {image / 2 * EV:.4f} eV')
print('EXAMPLE: ethene 1.0 nm from the image plane, vacuum gap')
print(f'Koopmans energy, no hole image {koopmans_gas * EV:.2f} eV')
print(f'relaxed ionization, gas       {delta_gas * EV:.2f} eV')
print(f'relaxed ionization, at metal  {level_depth * EV:.2f} eV')
print(f'gap reduction                 {-2 * image * EV:.2f} eV')
print('NEGLECTED EFFECTS in the example')
print(f'spacer {film_nm:.1f} nm, permittivity {eps_film:.1f}: '
      f'shift becomes {film_energy * EV:.3f} eV')
print(f'image plane 0.1 nm nearer     {plane_effect * MEV:.1f} meV')
print(f'image of neutral quadrupole   {quadrupole_effect * MEV:.2f} meV')
print(f'finite size of hole           {size_effect * MEV:.2f} meV')
print(f'cation polarized by its image {self_polarization * MEV:.3f} meV')
print(f'dispersion change, one electron {dispersion * MEV:.2f} meV')
print(f'nonlinear metal response      {nonlinear * MEV:.2f} meV')
print(f'tunnelling width, rough bound {tunnel * MEV:.1e} meV')
print(f'thermal energy at 300 K       {thermal * 1000:.1f} meV')
print('all good')
```

It prints:

```
ETHENE NEAR Li8 CUBE, Hartree-Fock/6-31G
cube edge 0.30 nm; ethene to cube centre 1.00 nm
Koopmans energy, gas          10.1538 eV
Koopmans energy, with cube    10.1464 eV
total-energy diff., gas       8.9685 eV
total-energy diff., with cube 8.8868 eV
own relaxation of ethene      1.1853 eV
frozen determinant minus Koopmans -0.00001 meV
shift of Koopmans energy      -7.43 meV
potential of neutral-state cube -8.07 meV per e
potential of isolated cube    -11.12 meV per e
shift of total-energy diff.   -81.71 meV
difference of the two shifts  -74.28 meV
cube polarization, Q = +1     -74.85 meV
cube polarization, Q = +1/2   -18.42 meV
cube polarization, Q = -1     -70.34 meV
PLANAR METAL, quantum slab response
electron-gas radius 3.0 bohr; slab width 2.12 nm
occupied subbands             8
g at q = 0.094 per nm        0.9754
image plane from hard wall    -0.1323 nm
slab energy at d = 1 nm       -0.3601 eV
image formula at d = 1 nm     -0.3600 eV
slab energy at d = 2 nm       -0.1800 eV
image formula at d = 2 nm     -0.1800 eV
EXAMPLE: ethene 1.0 nm from the image plane, vacuum gap
Koopmans energy, no hole image 10.15 eV
relaxed ionization, gas       8.97 eV
relaxed ionization, at metal  8.61 eV
gap reduction                 0.72 eV
NEGLECTED EFFECTS in the example
spacer 0.7 nm, permittivity 2.5: shift becomes -0.751 eV
image plane 0.1 nm nearer     -40.0 meV
image of neutral quadrupole   1.26 meV
finite size of hole           0.40 meV
cation polarized by its image -0.046 meV
dispersion change, one electron 1.92 meV
nonlinear metal response      0.96 meV
tunnelling width, rough bound 7.6e-10 meV
thermal energy at 300 K       25.9 meV
all good
```
